# Kohler's rule from Boltzmann scaling, and its limits in metal films

## 1. Two rates fix the form

In a weak steady electric field, two processes change the electron distribution at a given point of momentum space: collisions, at rates proportional to a common factor $\lambda$, and magnetic turning, at a rate proportional to $B$. If both are multiplied by $s$, electrons follow the same orbits between the same sequence of collisions, but in a time shorter by $s$. The electric field then has less time to act, and the conductivity falls by $s$:

$$\sigma(sB,s\lambda)=s^{-1}\sigma(B,\lambda),\qquad \rho(sB,s\lambda)=s\,\rho(B,\lambda).$$

Choosing $s=1/\lambda$ gives $\rho(B,\lambda)=\lambda R(B/\lambda)$, where $R(b)=\rho(b,1)$. At zero field $\rho_0=\lambda R(0)$, so $\lambda$ is measured by $\rho_0$, and the relative magnetoresistance (MR below) can depend only on $B/\rho_0$. This is Kohler's rule. It assumes that nothing else in the problem sets a rate or a length.

The algebra uses atomic units ($\hbar=m_0=e=1$), with electron charge $-1$ and force $-(\mathbf E+\mathbf v\times\mathbf B)$.

## 2. Simple case: spherical pockets

Take carriers of charge $s=\pm1$, density $n$, mass $m$ and relaxation time $\tau$, with $\mathbf B$ along $z$. Their drift velocity $\mathbf u$ obeys $m\mathbf u/\tau=s(\mathbf E+\mathbf u\times\mathbf B)$; section 3 derives this from the Boltzmann equation. Put $U=u_x+iu_y$ and $\mathcal E=E_x+iE_y$. Since $\mathbf u\times\mathbf B=(u_yB,-u_xB)$ becomes $-iBU$, and $\mu=\tau/m$,

$$U(1+is\mu B)=s\mu\mathcal E,\qquad J=snU=\frac{n\mu}{1+is\mu B}\,\mathcal E .$$

Pockets add: $J=\Sigma\,\mathcal E$. For a current along $x$, $J$ is real and $E_x=\mathrm{Re}(1/\Sigma)J$, so $\rho_{xx}=\mathrm{Re}(1/\Sigma)$.

One pocket gives $1/\Sigma=(1+is\mu B)/(n\mu)$, whose real part does not depend on $B$. The rule holds with $F=0$.

For electrons ($n_e,\mu_e$) and holes ($n_h,\mu_h$), a common denominator gives

$$\frac1\Sigma=\frac{(1-i\mu_eB)(1+i\mu_hB)}{n_e\mu_e(1+i\mu_hB)+n_h\mu_h(1-i\mu_eB)}
=\frac{1+\mu_e\mu_hB^2+i(\mu_h-\mu_e)B}{S+i(n_e-n_h)\mu_e\mu_hB},$$

with $S=n_e\mu_e+n_h\mu_h$.

**Equal densities.** The denominator is real, so $\rho_{xx}=(1+\mu_e\mu_hB^2)/[n(\mu_e+\mu_h)]$ and $\Delta\rho/\rho_0=\mu_e\mu_hB^2$. Let $r=\mu_h/\mu_e$. From $\rho_0=1/[n\mu_e(1+r)]$ we have $\mu_e=1/[n(1+r)\rho_0]$, and therefore

$$\frac{\Delta\rho}{\rho_0}=K\left(\frac{B}{\rho_0}\right)^2,\qquad K=\frac{r}{(1+r)^2n^2}.$$

In ordinary units $n$ becomes $ne$. A common factor in both rates leaves $r$, and so $K$, unchanged. If one carrier type becomes immobile, $r\to0$ and $K\to0$, which is the one-pocket result.

**Unequal densities.** Multiplying by the conjugate denominator, the coefficient of $\mu_e\mu_hB^2$ in the real numerator is $S+(\mu_h-\mu_e)(n_e-n_h)=n_e\mu_h+n_h\mu_e$. Hence

$$\rho_{xx}=\frac{S+(n_e\mu_h+n_h\mu_e)\mu_e\mu_hB^2}{S^2+(n_e-n_h)^2\mu_e^2\mu_h^2B^2}.$$

At high field this tends to a constant. Dividing by $\rho_0=1/S$ and subtracting 1 gives

$$\frac{\Delta\rho}{\rho_0}\to\frac{n_en_h(\mu_e+\mu_h)^2}{(n_e-n_h)^2\mu_e\mu_h},$$

which a common rate factor again leaves unchanged. Kohler's rule therefore does not require a quadratic law.

## 3. General collisions

Now drop the relaxation time. Let $\varepsilon(\mathbf k)$ be any band, $\mathbf v=\nabla_k\varepsilon$, and $f=f_0+(-f_0')\phi$, with $f_0'=df_0/d\varepsilon$. In a uniform metal

$$\partial_tf-(\mathbf E+\mathbf v\times\mathbf B)\cdot\nabla_kf=-(-f_0')L\phi ,$$

where $L$ is the linear collision operator. To first order in $\mathbf E$:

- The electric term acts on $f_0$ and gives $-\mathbf E\cdot\mathbf v f_0'=(-f_0')\mathbf E\cdot\mathbf v$.
- The magnetic force does no work, $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$, so it gives zero on any function of energy. It acts on $\phi$ alone.

Dividing by $-f_0'$,

$$\partial_t\phi=-\mathbf E\cdot\mathbf v+(\mathbf v\times\mathbf B)\cdot\nabla_k\phi-L\phi .$$

**Back to the pockets.** Put $L\phi=\phi/\tau$, $\varepsilon=k^2/2m$ and $\phi=\mathbf c\cdot\mathbf v$. The magnetic term is $(\mathbf v\times\mathbf B)\cdot\mathbf c/m=-\mathbf v\cdot(\mathbf c\times\mathbf B)/m$. In the steady state $\mathbf c/\tau=-\mathbf E-(\mathbf c/m)\times\mathbf B$, which is the drift equation for $s=-1$ with $\mathbf u=\mathbf c/m$. At a band top $\mathbf v=-\mathbf k/m$, the magnetic term changes sign, and $\mathbf u=-\mathbf c/m$ obeys the equation with $s=+1$. The Fermi-surface average of $\mathbf v(\mathbf v\cdot\mathbf c)$ is $v_F^2\mathbf c/3$. With density of states $mk_F/\pi^2$ and $n=k_F^3/3\pi^2$, the current is $-n\mathbf c/m=sn\mathbf u$, as used above.

**The scaling step.** Let $\mathbf B=B\mathbf b$, $D=-(\mathbf v\times\mathbf b)\cdot\nabla_k$ and $L=\lambda L_0$. The steady state obeys

$$(\lambda L_0+BD)\phi=-\mathbf E\cdot\mathbf v .$$

Before inverting, consider the null modes. Define $\langle a,b\rangle=2\int\frac{d^3k}{(2\pi)^3}(-f_0')ab$. A constant $\phi$ is a shift of chemical potential, and both $L_0$ and $D$ annihilate it. The source is orthogonal to it, because $(-f_0')\mathbf v=-\nabla_kf_0$ integrates to zero over the Brillouin zone. For the same reason the mode carries no current. If scattering is elastic, any function of energy is a null mode, and the same argument applies with $f_0$ replaced by another function of energy. On the remaining functions I assume that collisions relax everything, $\langle\phi,L_0\phi\rangle>0$. Since $\mathbf v\times\mathbf b$ has zero divergence in $\mathbf k$ and conserves energy, integration by parts gives $\langle\phi,D\phi\rangle=0$. The sum $\lambda L_0+BD$ then has no further null mode and can be inverted. Taking out $\lambda$,

$$\phi=-\frac1\lambda\left[L_0+\frac B\lambda D\right]^{-1}\mathbf v\cdot\mathbf E .$$

With $\mathbf j=-\langle\mathbf v,\phi\rangle$,

$$\sigma_{ij}=\frac1\lambda\left\langle v_i,\left[L_0+\frac B\lambda D\right]^{-1}v_j\right\rangle\equiv\frac1\lambda S_{ij}\!\left(\frac B\lambda\right).$$

Inverting the tensor gives $\rho=\lambda R(B/\lambda)$ with $R=S^{-1}$. For a current along $x$, $\rho_0=\lambda R_{xx}(0)$, so $B/\lambda=R_{xx}(0)B/\rho_0$ and

$$\frac{\Delta\rho}{\rho_0}=\frac{R_{xx}\big(R_{xx}(0)B/\rho_0\big)}{R_{xx}(0)}-1=F\!\left(\frac B{\rho_0}\right).$$

The ratio $\rho_{xy}/\rho_0$ is a function of $B/\rho_0$ by the same substitution. The function $F$ contains the bands, $f_0$, the directions of field and current, and the form of $L_0$. All of these must stay fixed.

**A test without a relaxation time.** Take a planar band $\varepsilon=-2(\cos k_x+\cos k_y)$ at Fermi level $-0.8$, in atomic units, with the field along the normal of the plane. Define $s$ along the contour by $d\mathbf k/ds=-\mathbf v\times\mathbf b$, so that $D=\partial/\partial s$. Because $|d\mathbf k/ds|=|\mathbf v|$, the area element is $d^2k=d\varepsilon\,dk_\parallel/|\mathbf v|=d\varepsilon\,ds$, and the period in $s$ must equal $dA/d\varepsilon$, with $A$ the enclosed area. The orbit gives 6.03222 and the area derivative 6.03223.

The collision operator is $L\phi(s)=\oint ds'\,W(s,s')[\phi(s)-\phi(s')]$, where $W=0.1+0.1\,hh'e^{-|\mathbf k-\mathbf k'|^2/2}$ and $h=(\cos k_x-\cos k_y)^2$. For $\lambda=3$ and $B=4$, the kinetic equation was followed in time to its steady state. The resulting resistivity tensor agrees with $3R(4/3)$ to $8\times10^{-8}$ of its largest element.

At one fixed $B/\rho_0$, that of $B=1.5$ at the reference rates, where the MR is close to saturation, the MR is 0.0806 both for the reference rates and for all rates tripled. Multiplying the isotropic part alone by five gives 0.0900 at the same $B/\rho_0$, which is 12% higher. The excess depends on field: it is 6% when the reference field is 0.05 and 16% when it is 0.2. A common factor guarantees the rule; a change in $\rho_0$ by itself does not.

## 4. Numbers for a bulk metal

Take round parameters in the regime of compensated transition metals for narrow interconnects: $n=2\times10^{22}$ cm$^{-3}$ of each carrier, masses 1 and 1.5, and level widths $\hbar/\tau$ of 0.03 eV (electrons) and 0.04 eV (holes) at 300 K. Cooling to 77 K is modelled by dividing all rates by ten.

The warm mobilities are 38.59 and 19.29 cm$^2$/Vs. With $ne=3204$ C/cm$^3$,

$$\rho_0=\frac1{3204\times57.88}\ \Omega\,\mathrm{cm}=5.39\ \mu\Omega\,\mathrm{cm}.$$

At 9 T, with mobilities in m$^2$/Vs,

$$\mu_e\mu_hB^2=(3.859\times10^{-3})(1.929\times10^{-3})(81)=6.03\times10^{-4}.$$

When cold, $\rho_0$ is 0.539 $\mu\Omega$ cm and the MR is 0.0603, a hundred times larger. Both states have $K=2.16\times10^{-4}$ $(\mu\Omega\,\mathrm{cm/T})^2$. In this model the cold metal at 9 T has the MR that the warm metal would have at 90 T.

Suppose instead that cooling multiplies the electron rate by 0.10 and the hole rate by 0.15. Then $r$ goes from $1/2$ to $1/3$, and $r/(1+r)^2$ from $2/9$ to $3/16$: $K$ falls by 16%.

## 5. A film adds a length

In a film $0<z<d$ the kinetic equation gains a drift term:

$$(\lambda L_0+BD+v_z\partial_z)\phi=-\mathbf E\cdot\mathbf v .$$

Let a fixed fraction $p$ of surface reflections be specular and the rest diffuse. With $z=\zeta/\lambda$, the drift term becomes $\lambda v_z\partial_\zeta$, and $\lambda$ comes out of the whole operator as before. The surfaces, however, now lie at $\zeta=0$ and $\zeta=\lambda d$. Therefore

$$\rho(B,\lambda,d)=\lambda R(B/\lambda,\lambda d).$$

The MR is a function of $B/\rho_0$ and of $\lambda d$, that is, of thickness over mean free path. Kohler's rule survives if $d$ grows as $1/\lambda$. At fixed $d$ it has no general reason to hold.

**Explicit solution.** Put $\mathbf B$ along the film normal and use the pockets of section 2. The field leaves $v_z$ unchanged, so $\mathbf c$ may depend on $z$ and $w=v_z/v_F$. Writing $U=s\mu\mathcal E\,G(z,w)$, $l=v_F\tau$ and $a=1+is\mu B$, the drift equation becomes

$$lw\,\partial_zG+aG=1 .$$

Mirror symmetry gives $G(z,-w)=G(d-z,w)$, so the surface condition $G(0,w)=pG(0,-w)$ for $w>0$ reads $G(0,w)=pG(d,w)$. The general solution is $G=[1-Ce^{-az/(lw)}]/a$. With $\kappa=ad/l$ and $Q=e^{-\kappa/w}$, the condition is $1-C=p(1-CQ)$, so $C=(1-p)/(1-pQ)$. The thickness average is $\bar G=[1-C(w/\kappa)(1-Q)]/a$.

The in-plane current weights each $w$ by $v_F^2-v_z^2\propto1-w^2$, and $\int_0^1(1-w^2)dw=2/3$. Each pocket therefore contributes $(n\mu/a)\Phi$ to $\Sigma$, where

$$\Phi=1-\frac{3(1-p)}{2\kappa}\int_0^1(w-w^3)\frac{1-e^{-\kappa/w}}{1-pe^{-\kappa/w}}\,dw .$$

For $p=1$, $\Phi=1$ and the bulk rule returns at any thickness. The next two limits take $p=0$.

**Thick film, $d\gg l$.** The exponential drops out and the integral is $1/4$, so $\Phi=1-\eta/a$ with $\eta=3l/8d$. To first order in $\eta$,

$$\frac{n\mu}a\left(1-\frac\eta a\right)\simeq\frac{n\mu}{a+\eta}.$$

The surfaces act as an added rate $\eta/\tau=3v_F/8d$, independent of field. To this order the film is a bulk metal with a changed mobility ratio, and the rule is broken only through $r$.

**Thin film, $d\ll l$.** With $G(0,w)=0$, the solution can be written $G=\int_0^{z/(lw)}e^{-at}dt$, where $t$ is time counted back from the present in units of $\tau$, and the upper limit is the time since the last surface encounter. Let $P(t)$ be the fraction of electrons, weighted by $1-w^2$, that have met no surface during the last $t$. Averaging over $z$ and $w$,

$$\frac\Phi a=\int_0^\infty P(t)e^{-at}dt,\qquad P(t)=\frac32\int_0^1(1-w^2)\max\!\left(0,1-\frac{wt}\delta\right)dw,$$

with $\delta=d/l$. For $t\gg\delta$ only grazing electrons remain, and $P\simeq3\delta/4t$.

Consider two pockets that differ only in charge, so that $\Sigma$ is real, at weak field $b=\mu B\ll1$. Expanding $\cos bt$ gives $\Sigma=2n\mu(g_1-b^2g_3)$, where

$$g_1=\int_0^\infty Pe^{-t}dt,\qquad g_3=\tfrac12\int_0^\infty t^2Pe^{-t}dt .$$

The MR is $b^2g_3/g_1$, while $B/\rho_0=2nb\,g_1$. Hence

$$\frac{\Delta\rho}{\rho_0}=\frac1{4n^2}\,\frac{g_3}{g_1^3}\left(\frac B{\rho_0}\right)^2 .$$

In bulk $P=1$ and $g_3/g_1^3=1$. In a thin film $g_3\simeq3\delta/8$ and, to leading logarithm, $g_1\simeq\frac34\delta\ln(1/\delta)$, so

$$\frac{g_3}{g_1^3}\simeq\frac{8}{9\,\delta^2\ln^3(1/\delta)},$$

which grows without limit as $\delta\to0$. Few electrons travel far between surface encounters, but those few turn most in the field. They weigh more in the MR than in $\rho_0$.

## 6. Numbers for a 30 nm film

The surfaces are diffuse, and thickness and surface condition are held fixed during cooling. The electron and hole mean free paths are 21.3 and 10.7 nm warm, 213 and 107 nm cold.

Warm, $\eta=3(21.33)/240=0.267$ for electrons and 0.133 for holes. The thick-film form divides the mobilities by 1.267 and 1.133, giving $30.5+17.0=47.5$ cm$^2$/Vs and $\rho_0=6.57$ $\mu\Omega$ cm. The full formula gives 6.80, so the estimate is 3% low although $\eta$ is not very small.

Cold, the full formula gives $\rho_0=1.77$ $\mu\Omega$ cm and an MR of 0.0152 at 9 T. Here $B/\rho_0=9/1.771=5.08$ T/($\mu\Omega$ cm). At this value:

- The bulk curve gives $2.164\times10^{-4}\times5.081^2=0.0056$.
- The warm film, which needs 34.5 T, also gives 0.0056.
- The cold film gives 0.0152, which is 2.7 times the warm-film value.

The cold film lies far above the bulk curve, the direction given by the thin-film limit. The warm film lies within 1% of it, partly by cancellation: the change of $r$ alone would raise $K$ by 3.5%, and terms of second order in $l/d$ lower it. For two equal pockets $g_3/g_1^3$ dips to 0.95 at $d=2l$ and returns to 1 near $d=l$ before it rises. The cold film has $\delta=0.14$ for electrons, too large for the leading-logarithm formula to give the factor itself.

The film law can be tested on the same numbers. A cold film ten times thicker, 300 nm, should match the warm 30 nm film at ten times the field. Finite differences across the thick film at 9 T give 0.0380, and the formula for the thin film at 90 T gives 0.0380.

## 7. Against a real interconnect

A room-temperature resistivity of several $\mu\Omega$ cm is a reasonable rough value for such metals. The tenfold fall of every rate is optimistic for a narrow line, because scattering by grain boundaries and impurities does not freeze out. Suppose grains of 30 nm with reflection probability $\mathcal R=0.2$ add a rate $(v_F/30\ \mathrm{nm})\,\mathcal R/(1-\mathcal R)$ to each pocket, a crude isotropic estimate that errs low (boundaries normal to the current, with the rate divided by $|v_x|/v_F$, give $\rho_0=2.83$ $\mu\Omega$ cm, and an isotropic rate matched to that value gives an MR of 0.0030). The cold film then has $\rho_0=2.62$ $\mu\Omega$ cm, and its MR falls from 0.0152 to 0.0038, a factor of four. Half-specular surfaces without grains raise it to 0.0243. Side walls matter too: for a line as wide as it is thick, counting the surface resistivity twice gives $2(1.771)-0.539=3.00$ $\mu\Omega$ cm, a rough estimate that is 10% low, since the free paths exceed the line width: the zero-field solution for a square line with four diffuse walls gives 3.33 $\mu\Omega$ cm. The film MR is thus an illustration of the mechanism, not a prediction for a device.

Anisotropic masses change $F$ without spoiling the scaling. An electron mass ratio of 2 in the plane, at fixed geometric mean, multiplies the cold bulk MR by 0.89 or 1.12 according to current direction.

Cooling also shifts phonon scattering towards small angles. This changes the form of $L_0$, not only its size, so in a real metal the rule can fail even in the bulk.

Three further conditions are well met in this model. Heating widens the thermal step in $f_0$, but the step stays narrow against both Fermi energies: with fixed band overlap, the carrier density at 300 K differs from its zero-temperature value by only $2\times10^{-4}$ of that value. The Zeeman energy is $3\times10^{-4}$ of the hole Fermi energy. At 9 T the electron Landau spacing is 1.0 meV against a thermal energy of 6.6 meV at 77 K, and the thermal factor for quantum oscillations is below $10^{-50}$.

Magnetic breakdown depends on a band gap $\Delta$ that the model does not contain. An electron crosses the gap region, of width $\Delta/v$ in $k$, at speed $vB$. Tunnelling matters when this time, $\Delta/(v^2B)$, is no longer than about $1/\Delta$. Since $v^2B=2E_F\omega_c$, with $\omega_c=B/m$, the scale is $\Delta\sim\sqrt{E_F\omega_c}=0.05$ eV. If orbits pass gaps near this size, $B$ changes the orbits themselves, and the scaling in $B/\lambda$ no longer follows. At much smaller gaps nearly all electrons tunnel, and the orbits are again almost independent of $B$, except at low field. The numerical output lists the values used here.

## Numbers as computed

```
contour: orbit period in s: 6.03222 a.u.
contour: dA/dE: 6.03223 a.u.
contour: rate factor: 3
contour: scaling-law error: 8e-08
contour: MR, reference rates: 0.080559
contour: MR, all rates scaled, same B/rho0: 0.080559
contour: MR, isotropic rate x5 only, same B/rho0: 0.089986
density of each carrier type: 2e+22 cm^-3
masses e, h: 1.00 1.50 electron masses
Fermi wave vector: 0.8398 1/angstrom
Fermi energies e, h: 2.687 1.791 eV
field: 9 T
film thickness: 30 nm
cooling factor of all rates: 0.1
warm: temperature: 300 K
warm: hbar/tau e, h: 0.0300 0.0400 eV
warm: mobilities e, h: 38.59 19.29 cm2/Vs
warm: free paths e, h: 21.33 10.66 nm
warm: bulk rho0: 5.391 microohm cm
warm: bulk MR at field: 0.0006031
warm: K: 0.0002164 (microohm cm/T)^2
warm: film rho0: 6.797 microohm cm
warm: film MR at field: 0.0003821
cold: temperature: 77 K
cold: hbar/tau e, h: 0.0030 0.0040 eV
cold: mobilities e, h: 385.89 192.95 cm2/Vs
cold: free paths e, h: 213.30 106.65 nm
cold: bulk rho0: 0.5391 microohm cm
cold: bulk MR at field: 0.06031
cold: K: 0.0002164 (microohm cm/T)^2
cold: film rho0: 1.771 microohm cm
cold: film MR at field: 0.01523
cold film: B/rho0: 5.081 T/(microohm cm)
warm film: field for same B/rho0: 34.54 T
warm film: MR at that field: 0.005623
cold/warm film MR at same B/rho0: 2.708
bulk Kohler curve at cold-film B/rho0: 0.005588
scaled thickness of cold film: 300 nm
its MR at 9 T, finite differences: 0.03804
warm thin film MR at tenfold field: 0.03804
K ratio, e rate x0.1 and h rate x0.15: 0.8438
grains 30 nm, reflection 0.2: cold film rho0 2.616 microohm cm
same grains: cold film MR: 0.003786
half-specular surfaces: cold film MR: 0.02432
square line, cold, additive estimate rho0: 3.003 microohm cm
e mass ratio 2: bulk MR factor, current x, y: 0.8918 1.1213
relative density change at 300 K: 0.000171
electron cyclotron energy: 0.001042 eV
thermal energy at 77 K: 0.006635 eV
Landau oscillation thermal factor: 6.4e-53
Zeeman energy / hole Fermi energy: 0.000291
gap scale for magnetic breakdown: 0.0529 eV
```
